# Saturation velocity from momentum and energy exchange with one optical-phonon mode, part 1

(Sections cited here and not found follow in the second part.)

## The two balances at a constant collision rate

Take electrons of mass \(m\) in a crystal at zero temperature, pulled along by a constant force \(eF\). Suppose that they are already so energetic that each can emit an optical phonon of energy \(\hbar\omega\) at any moment, and that it does so at a rate \(W\) which does not depend on its energy. Suppose also that an electron leaves each emission in a random direction. An emission then removes, on average, the whole momentum \(mv\) that belongs to the drift velocity \(v\), and it removes the energy \(\hbar\omega\). The force supplies momentum at the rate \(eF\) and energy at the rate \(eFv\). In a steady state

\[
eF=mvW,\qquad eFv=\hbar\omega W .
\]

Dividing the second equation by the first removes both the force and the rate:

\[
v=\frac{\hbar\omega}{mv}\quad\Longrightarrow\quad v=\sqrt{\frac{\hbar\omega}{m}} .
\]

The velocity contains neither the field nor the strength of the coupling, and it looks like a saturation velocity. The division has hidden something, however. There were two equations, and with \(W\) given there was one unknown, \(v\), besides the field. Putting the velocity back into the first equation gives \(eF=W\sqrt{m\hbar\omega}\). With a fixed rate the two balances can therefore hold together at one field only. What happens at other fields, and in what sense the velocity saturates, has to be found from the energy distribution of the electrons.

The conventions are these. The electrons are non-degenerate, so that final states are never blocked, and they move in three dimensions in a parabolic band, \(E=p^2/2m\). \(F\) and \(v\) are magnitudes, and the \(x\) axis points along the force on an electron, so that \(eF\), \(v\) and \(e\) are positive. The phonon mode has one energy \(\hbar\omega\) for all wave vectors and stays in equilibrium at the lattice temperature \(T\), with occupation

\[
N=\frac{1}{e^{\hbar\omega/kT}-1}.
\]

An electron absorbs a phonon at the rate \(NW\) and emits one at the rate \((N+1)W\); the extra 1 is spontaneous emission. Emission requires \(E\ge\hbar\omega\), because the electron cannot end with negative kinetic energy. Every collision makes the direction of motion random.

The threshold for emission is kept at first. Let \(P_0\) be the fraction of electrons with \(E<\hbar\omega\), and let \(v_0\) be their contribution to the mean velocity, that is, the average over all electrons of \(v_x\) for those below \(\hbar\omega\) and of zero for the others. The electrons above the threshold then contribute \(v-v_0\). After a collision the average momentum is zero, so a collision removes on average the momentum which the electron had before it. Absorption acts on all electrons and emission on those above the threshold:

\[
eF=NW\,mv+(N+1)W\,m(v-v_0)
=mW\left[(2N+1)v-(N+1)v_0\right].
\]

For the energy, absorption gives \(\hbar\omega\) at the rate \(NW\), and emission takes \(\hbar\omega\) at the rate \((N+1)W\) from the fraction \(1-P_0\):

\[
eFv=\hbar\omega W\left[(N+1)(1-P_0)-N\right]
=\hbar\omega W\left[1-(N+1)P_0\right].
\]

The two processes enter these equations differently. Their effects on the momentum add, since both randomize the direction. Their effects on the energy subtract. This is the origin of the temperature dependence.

Multiply the momentum balance by \(v\) and equate it to the energy balance. The rate \(W\) cancels, and

\[
mv\left[(2N+1)v-(N+1)v_0\right]=\hbar\omega\left[1-(N+1)P_0\right].
\]

If few electrons are below the threshold, \(P_0\) is small. So is \(v_0\), because an electron below \(\hbar\omega\) has a speed less than \(\sqrt{2\hbar\omega/m}\), whence \(|v_0|\le P_0\sqrt{2\hbar\omega/m}\). In the limit \(P_0\to0\) there remains

\[
v^2=\frac{\hbar\omega}{m(2N+1)} .
\]

The occupation factor is

\[
2N+1=\frac{2+e^{\hbar\omega/kT}-1}{e^{\hbar\omega/kT}-1}
=\frac{e^{\hbar\omega/kT}+1}{e^{\hbar\omega/kT}-1}.
\]

Multiplying numerator and denominator by \(e^{-\hbar\omega/2kT}\) turns this into \(\coth(\hbar\omega/2kT)\). The velocity is therefore

\[
v_s=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} .
\]

For \(kT\ll\hbar\omega\) the hyperbolic tangent is close to 1 and the result of the opening case returns. For \(kT\gg\hbar\omega\) it is close to \(\hbar\omega/2kT\), and \(v_s\approx\hbar\omega/\sqrt{2mkT}\). The velocity falls in a warm lattice because absorptions undo, as far as energy is concerned, a fraction \(N/(N+1)=e^{-\hbar\omega/kT}\) of the emissions of hot electrons. For each quantum lost on balance an electron has \(2N+1\) collisions, and each of them destroys its directed motion.

The field that goes with this velocity follows from the momentum balance with \(v_0=0\):

\[
eF_c=mW(2N+1)v_s=W\sqrt{m\hbar\omega(2N+1)} .
\]

Away from \(F_c\), hot electrons cannot satisfy both balances. Their momentum settles within a few collisions, and gives \(v=eF/[mW(2N+1)]\), a velocity proportional to the field. The net power received by one electron is then

\[
eFv-\hbar\omega W=\frac{(eF)^2}{mW(2N+1)}-\hbar\omega W
=\hbar\omega W\left[\left(\frac{F}{F_c}\right)^2-1\right].
\]

The last step uses \((eF_c)^2=W^2m\hbar\omega(2N+1)\). Hot electrons cool below \(F_c\) and heat up above it. Cooling brings them down to the threshold, where the loss of power is reduced by the term with \(P_0\), and there a steady state can form. Heating takes them further from the threshold, and nothing in the model stops it.

This can be tested by simulating single electrons, each of which alternates between free flights and randomizing collisions; the balances themselves are not used. Measure force in units of \(W\sqrt{m\hbar\omega}\) and velocity in units of \(\sqrt{\hbar\omega/m}\). Electrons were started at \(30\hbar\omega\) with random directions, and the force at which their mean energy neither rose nor fell was found by interpolation between a weaker and a stronger force. At \(kT=0.410\,\hbar\omega\) this force was 1.091, where the formula gives 1.092, and the velocity was 0.927 against 0.916. At \(kT=\hbar\omega\) the force was 1.466 against 1.471, and the velocity 0.687 against 0.680. The velocities agree to about 1 per cent of the formula, at two temperatures between which the formula changes by a quarter.

The statement about steady states can be made sharper by looking at energies far above \(\hbar\omega\). There the distribution in momentum space is nearly isotropic, because the directed motion is slow: \(mv_s^2/2\) is less than half a quantum. Write it as \(f(E)+f_1(E)\cos\theta\), where \(\theta\) is the angle between the momentum and the force and \(f_1\) is small. Let \(u=\sqrt{2E/m}\) be the speed at energy \(E\), and \(\tau=1/[W(2N+1)]\) the mean time between collisions. In a steady state the force changes the distribution at the rate \(-eF\,\partial f/\partial p_x\), which is \(-eFu\cos\theta\,df/dE\) to leading order, and collisions remove the part with \(\cos\theta\) at the rate \(f_1\cos\theta/\tau\). The sum of these two changes is zero, so that

\[
f_1=-eFu\tau\,\frac{df}{dE}.
\]

The force raises the energy of an electron at the rate \(eFu\cos\theta\). Let \(g(E)\propto\sqrt E\) be the density of states. The number of electrons that the force carries upward through the energy \(E\) per unit time is the average over directions of \(g\,eFu\cos\theta\,(f+f_1\cos\theta)\). The term with \(f\) averages to zero and \(\cos^2\theta\) averages to \(1/3\):

\[
J_F=\frac{g\,eFu f_1}{3}=-gD\frac{df}{dE},\qquad
D=\frac{(eF)^2u^2\tau}{3}=\frac{2E(eF)^2}{3mW(2N+1)} .
\]

The field thus makes the electrons diffuse in energy. Phonons carry them downward. An emission crosses the energy \(E\) if it starts within \(\hbar\omega\) above it, and an absorption if it starts within \(\hbar\omega\) below it. When \(gf\) changes little over one quantum, the net downward flux is \((N+1)W\hbar\omega gf-NW\hbar\omega gf=\hbar\omega Wgf\). In a steady state no electrons are created or lost at high energy, so the total flux vanishes:

\[
-D\frac{df}{dE}=\hbar\omega Wf
\quad\Longrightarrow\quad
\frac{1}{f}\frac{df}{dE}=-\frac{3m\hbar\omega W^2(2N+1)}{2(eF)^2}\,\frac1E
=-\frac32\left(\frac{F_c}{F}\right)^2\frac1E .
\]

The solution is a power law,

\[
f\propto E^{-\alpha},\qquad \alpha=\frac32\left(\frac{F_c}{F}\right)^2 .
\]

The number of electrons at high energy is the integral of \(\sqrt E\,E^{-\alpha}\), which converges if \(\alpha>3/2\), that is, if \(F<F_c\). At and above \(F_c\) there is no normalizable steady distribution. As \(F\) approaches \(F_c\) from below, the integral over high energies grows without limit, the share of electrons below the threshold goes to zero, and the drift velocity tends to \(v_s\). With strictly constant rates, \(v_s\) is the limit of the steady drift velocity at the edge of runaway. It is not a plateau.

The mean energy requires a stronger condition, \(\alpha>5/2\), and becomes infinite already at \(F=\sqrt{3/5}\,F_c\). The power balance survives this, since it involves the power and not the stored energy. In the hot region the power drawn from the field is \(\int J_F\,dE\), and because the total flux vanishes it equals \(\hbar\omega W\int gf\,dE\), which is finite for every \(F<F_c\).

A simulation at \(F=0.7F_c\) and \(kT=0.410\,\hbar\omega\) shows the cold side. A fraction 0.371 of the electrons was below \(\hbar\omega\). The momentum loss with its threshold term equalled the force to 0.1 per cent, and the power received and given up were 0.5933 and 0.5939 in units of \(\hbar\omega W\). The velocity was \(0.848\,v_s\). Hot electrons alone would give \(0.7\,v_s\) at this field; the momentum balance assigns the difference to the term with \(v_0\), because cold electrons cannot emit and keep their directed momentum longer.

The fraction of electrons above an energy \(E\) should fall as \(E^{3/2-\alpha}\), here with an exponent of magnitude 1.56. Between \(20\hbar\omega\) and \(80\hbar\omega\) the simulation gave 1.38, so it supports the power law only roughly. The derivation leaves out terms of relative order \(\hbar\omega/E\), and electrons at such energies are rare in the sample; that these two causes account for the difference is a conjecture. The runaway itself is confirmed better. At \(F=1.3F_c\) the mean energy grew at 0.692 in units of \(\hbar\omega W\), and the formula gives \(1.3^2-1=0.690\). The statistical error of the simulated growth is a few per cent, so the test is no sharper than that and the closer agreement is partly chance.

With a collision rate independent of energy, \(v_s\) is only the limit of the steady drift velocity as the field approaches \(F_c\) from below, and above \(F_c\) the electrons run away. It remains to be seen whether the velocity truly saturates, and at what value, when the collision rate rises with energy.
